# Why NiSi2 can have a sharp nucleation temperature near phase equilibrium

A film of NiSi lies on silicon, and the silicon-rich compound can form at their interface by

$$\mathrm{NiSi}+\mathrm{Si}\rightarrow\mathrm{NiSi_2}.$$

The problem is to find how the temperature at which NiSi₂ nucleates, and the sharpness of that temperature, depend on the reaction free energy.

**Conventions.** The algebra is in atomic units, with $\theta=k_BT$ as the temperature variable, so that entropies are pure numbers. Numerical values are in eV and Å. Per formula unit of NiSi₂, the reaction has enthalpy $h$ and entropy $s$, both product minus reactants. The driving force is minus the reaction free energy,

$$D(\theta)=-\Delta G=\theta s-h ,$$

and is positive when NiSi₂ is favoured.

**Model.** Interfaces are isotropic, with energies independent of temperature. The NiSi₂/NiSi and NiSi₂/Si interfaces both have energy $\gamma$ per area; the NiSi/Si interface that they replace has $\gamma_0<2\gamma$. The volume $v$ per formula unit is constant, and both films are thicker than the nucleus. A constant elastic cost per formula unit may be included in $h$. Equal, isotropic interface energies are an idealization: real NiSi₂ is nearly lattice-matched to silicon and grows on it epitaxially with facets, so its two interfaces differ. This changes the shape and the constant $K$ below, but not the form $K/D^2$ of the barrier.

The example uses round model parameters, not measured data for NiSi₂: $\gamma=0.010$ eV/Å², $\gamma_0=0.016$ eV/Å², $v=40$ Å³, $h=0.065$ eV and $s=1$.

## (a) What shape does the nucleus take, and what does its surface cost?

**Solution.** At fixed volume, the best isotropic interface has constant mean curvature. With equal energies on both sides, the nucleus is a symmetric lens made of two spherical caps of radius $r$. Let $c$ be the cosine of the angle between each cap and the original interface plane, at the rim. The lens volume is

$$V=2\int_{rc}^{r}\pi(r^2-z^2)\,dz=2\pi r^3\left[(1-c)-\frac{1-c^3}{3}\right]=\frac{4\pi}{3}r^3f,$$

$$f(c)=\frac{2-3c+c^3}{2}=\frac{(1-c)^2(2+c)}{2}.$$

The caps have total area $4\pi r^2(1-c)$, and the lens removes a disc of old interface of area $\pi r^2(1-c^2)$. The excess energy is therefore

$$E=\pi r^2e(c),\qquad e(c)=(1-c)\,[4\gamma-(1+c)\gamma_0].$$

To find $c$, minimize $E$ at fixed $V$. Fixed volume means $r^2\propto f^{-2/3}$. Since $f'=-3(1-c^2)/2$,

$$\frac{d\ln r^2}{dc}=-\frac{2f'}{3f}=\frac{1-c^2}{f}=\frac{2(1+c)}{(1-c)(2+c)}.$$

Also $e'=-4\gamma+2c\gamma_0$. Hence

$$\frac{1}{\pi r^2}\frac{dE}{dc}=-4\gamma+2c\gamma_0+\frac{2(1+c)}{2+c}\,[4\gamma-(1+c)\gamma_0].$$

Putting both terms over $2+c$ and collecting $\gamma$ and $\gamma_0$ gives

$$\frac{1}{\pi r^2}\frac{dE}{dc}=\frac{2(2c\gamma-\gamma_0)}{2+c}.$$

This changes from negative to positive at

$$c=\frac{\gamma_0}{2\gamma},$$

which is therefore the minimum. It is also the balance of interface tensions at the rim. Substituting $\gamma_0=2\gamma c$ into $E$,

$$E=2\pi r^2\gamma(1-c)(2-c-c^2)=2\pi r^2\gamma(1-c)^2(2+c)=4\pi r^2\gamma f.$$

The same factor $f$ reduces the volume and the surface cost of a full sphere. As $\gamma_0\to2\gamma$, $f\to0$: the new phase wets the interface and this barrier disappears.

For the example, $c=0.016/0.020=0.8$ and $f=(2-2.4+0.512)/2=0.056$.

## (b) What is the classical nucleation barrier?

**Solution.** The nucleus contains $V/v$ formula units, each releasing $D$. Its work of formation is

$$W(r)=4\pi r^2\gamma f-\frac{4\pi}{3}r^3f\frac{D}{v}.$$

For $D>0$, the stationary size obeys

$$\frac{dW}{dr}=8\pi r\gamma f-4\pi r^2f\frac{D}{v}=0
\quad\Rightarrow\quad r^*=\frac{2\gamma v}{D}.$$

It is a maximum, because $dW/dr$ is positive below $r^*$ and negative above it. At $r^*$ the volume term equals two thirds of the surface term, so one third of the surface term remains:

$$W^*=\frac{4\pi}{3}\gamma f(r^*)^2=\frac{K}{D^2},\qquad K=\frac{16\pi}{3}\gamma^3v^2f.$$

The number of formula units in the critical nucleus is $n^*=4\pi(r^*)^3f/(3v)$. Multiplying by $D$ and using $r^*D/v=2\gamma$ gives $n^*D=2W^*$.

In the example,

$$K=\frac{16\pi}{3}(0.010)^3(40)^2(0.056)=0.00150\ \mathrm{eV^3}.$$

The barrier depends on the inverse square of the driving force. How it depends on temperature is still open, because that requires $D(\theta)$.

## (c) How does the barrier behave just above phase equilibrium?

**Solution.** Suppose $D(\theta_0)=0$ at a positive temperature, with $s_0=s(\theta_0)>0$. Let $C$ be the reaction heat capacity in units of $k_B$, so that $dh/d\theta=C$ and $ds/d\theta=C/\theta$. Then

$$\frac{dD}{d\theta}=s+\theta\frac{C}{\theta}-C=s,\qquad
\frac{d^2D}{d\theta^2}=\frac{C}{\theta}.$$

With $\tau=\theta-\theta_0$ and $C$ taken at $\theta_0$, Taylor's theorem gives

$$D=s_0\tau\left[1+\frac{C\tau}{2s_0\theta_0}+O(\tau^2)\right].$$

Using $(1+x)^{-2}=1-2x+O(x^2)$,

$$W^*=\frac{K}{s_0^2\tau^2}\left[1-\frac{C\tau}{s_0\theta_0}+O(\tau^2)\right].$$

The leading barrier diverges as the inverse square of the distance from equilibrium. The expansion needs $\tau\ll\theta_0$ and $|C\tau|\ll s_0\theta_0$, with $C$ nearly constant over the interval. The lens model also fails near $\theta_0$, where the critical nucleus outgrows the films. With the example's parameters, each cap is as tall as a 100 Å film at about 19 K above equilibrium, and thinner films reach this limit farther from equilibrium.

If $C=0$, then $s$ and $h$ are constant, $\theta_0=h/s$, and the leading form holds throughout $\theta>\theta_0$ within this model. The example has $\theta_0=0.065$ eV, or 754 K. I take $C=0$ below unless stated otherwise.

## (d) At what temperature does nucleation occur?

Let nucleation be steady, with independent events and a kinetic activation energy $Q$ for attachment. Take $Q=1.5$ eV. For a given area and annealing time, let $\Lambda=50$ be the logarithm of the kinetic prefactor times area and time. Define the nucleation temperature $\theta_n$ by an expected number of nuclei $N=1$.

**Solution.** The expected number is the rate per area times area and time:

$$\ln N=\Lambda-\frac{Q+W^*}{\theta}.$$

Treating $\Lambda$ as constant needs a check, since the prefactor depends on the size of the critical nucleus. In terms of the number $n$ of formula units, $W(n)=an^{2/3}-nD$, where $a$ is the surface coefficient. The Zeldovich factor, which accounts for recrossing near the barrier top, is

$$Z=\left[-\frac{W''(n^*)}{2\pi\theta}\right]^{1/2}
=\left[\frac{a}{9\pi\theta}\right]^{1/2}(n^*)^{-2/3},$$

because $W''=-\tfrac29an^{-4/3}$. If atoms attach over the whole lens surface, the attachment rate is proportional to $(n^*)^{2/3}$. The product is then independent of $D$ and varies as $\theta^{-1/2}$. This adds $-1/2$ to $d\ln N/d\ln\theta$, small beside $\Lambda=50$, so a constant $\Lambda$ is adequate. If atoms attach only at the rim, the rate goes as $(n^*)^{1/3}$ and the product as $D\,\theta^{-1/2}$; this adds $\theta s/D-1/2\simeq3.4$ in the example, about one per cent of the slope found in part (e).

Setting $\ln N=0$ gives

$$\Lambda\theta_n=Q+\frac{K}{D(\theta_n)^2}.$$

For $s>0$ and $\theta>\theta_0$, the left side rises with temperature and the right side falls from infinity towards $Q$. There is therefore one root. In the example it is

$$\theta_n=0.0878\ \mathrm{eV}\quad(1019\ \mathrm{K}),\qquad D(\theta_n)=0.0228\ \mathrm{eV}.$$

The condition checks directly: the barrier is $0.001501/(0.02279)^2=2.89$ eV, while $\Lambda\theta_n-Q=4.39-1.50=2.89$ eV. An independent minimization over lens shape and maximization over size gives the same barrier. The critical nucleus has 254 formula units; its half-width is 21 Å and its full thickness is 14 Å.

**Limit of small $K$.** Write $\theta_n=\theta_0+\tau_n$. The condition becomes

$$s^2\tau_n^2=\frac{K}{\Lambda\theta_0-Q+\Lambda\tau_n}.$$

If $\Lambda\theta_0>Q$, the last term in the denominator vanishes as $K\to0$, and

$$\tau_n\simeq\frac1s\left[\frac{K}{\Lambda\theta_0-Q}\right]^{1/2}.$$

Nucleation is then pinned just above equilibrium. The critical size $n^*=2W^*/D$ grows without bound in this limit; if $K$ is made small by lowering $\gamma$ and $\gamma_0$ together, the cap height grows as $\gamma^{-1/2}$, and the estimate holds only while the nucleus still fits within the films. If instead $\Lambda\theta_0<Q$, the root tends to $Q/\Lambda$, where attachment kinetics sets the temperature. For the example the small-$K$ estimate is $\tau_n=0.0293$ eV, against the actual 0.0228 eV. It is too large because the neglected $\Lambda\tau_n=1.14$ eV is not small beside $\Lambda\theta_0-Q=1.75$ eV.

**Effect of heat capacity.** With constant $C=0.3$, the first-order bracket from part (c), at $\tau=0.0228$ eV, is $1-0.3(0.0228)/0.065=0.895$. The full ratio is 0.912. The lower barrier reduces $\theta_n$ slightly, to 0.0870 eV.

## (e) How steeply does the number of nuclei rise at $\theta_n$?

**Solution.** Differentiate $\ln N$ and multiply by $\theta$:

$$\frac{d\ln N}{d\ln\theta}=\frac{Q+W^*}{\theta}-\frac{dW^*}{d\theta}.$$

Since $W^*=KD^{-2}$ and $dD/d\theta=s$,

$$\frac{dW^*}{d\theta}=-2KD^{-3}s=-\frac{2W^*s}{D}.$$

At $\theta_n$, the first term in the slope equals $\Lambda$. Calling the relative slope there $R$,

$$R=\Lambda+2\,\frac{W^*}{\theta_n}\,\frac{\theta_ns}{D(\theta_n)}.$$

This also holds with a heat capacity, if $s$ and $D$ are evaluated at $\theta_n$.

The term $\Lambda$ is the ordinary thermal activation of the total barrier $Q+W^*$. The second term arises because heating lowers the barrier itself. Its size depends on $\theta s/D$, where $D=\theta s-h$. This ratio is large when enthalpy and entropy nearly cancel. For constant $s$ and $h$ it is $\theta/(\theta-\theta_0)$, which directly measures proximity to equilibrium.

In the example, $2\theta_ns/D=2(0.08779)/0.02279=7.70$ and $W^*/\theta_n=32.9$. Thus

$$R=50+32.9\times7.70\simeq304.$$

A small driving force that does not vary with temperature has $dD/d\theta=0$ and hence $R=\Lambda=50$, however small it is. It delays nucleation to a higher temperature but adds no relative steepness.

## (f) How wide is the transition in an experiment?

Take as the width the temperature interval over which the probability of finding at least one nucleus rises from 10 to 90 per cent, for separate anneals of the same area and duration.

**Solution.** Divide the area and time into $M$ small cells, each with nucleation probability $N/M$. Independence gives the probability of no nucleus as $(1-N/M)^M\to e^{-N}$ for large $M$. Therefore

$$P=1-e^{-N},\qquad N=-\ln(1-P).$$

The two limits are $N=\ln(10/9)$ and $N=\ln10$. Their separation in $\ln N$ is

$$\ell=\ln\frac{\ln10}{\ln(10/9)}=3.084.$$

Near $\theta_n$, a change $\Delta\theta$ changes $\ln N$ by about $R\,\Delta\theta/\theta_n$. Hence

$$\Delta\theta\simeq\frac{\ell\,\theta_n}{R}
=\frac{3.084\times0.08779}{303.6}=0.00089\ \mathrm{eV}.$$

Solving for the two end temperatures without linearization gives 0.00087 eV, or 10 K. For a constant driving force with the same value at $\theta_n$, the width is 0.0053 eV, or 61 K. The two cases share $\theta_n$, barrier and critical nucleus. The sixfold difference therefore comes from the temperature dependence of the driving force.

The linear estimate is about 3 per cent too wide in both cases, relative to the full solution. The reason is curvature:

$$\frac{d^2\ln N}{d\theta^2}=-\frac{2(Q+W^*)}{\theta^3}
+\frac{2}{\theta^2}\frac{dW^*}{d\theta}-\frac1\theta\frac{d^2W^*}{d\theta^2}.$$

For linear $D$ with $s>0$, the barrier falls and is convex, so all three terms are negative. For constant $D$, the first remains. Thus $\ln N$ is steeper below $\theta_n$, and the larger part of the interval in $\ln N$, from $-2.25$ to 0, lies on that side.

This width assumes identical sites. At fixed $c$, $K\propto\gamma^3$, so a small fractional change in $\gamma$ changes $\ln N$ by $-3W^*/\theta_n\simeq-99$ times that fraction. Keeping $N=1$ requires a fractional temperature shift of $99/304\simeq0.33$ times the change in $\gamma$. A 3 per cent change in both $\gamma$ and $\gamma_0$ therefore moves $\theta_n$ by about 1 per cent, comparable with the whole 10–90 per cent window. If $\gamma$ alone rises by 3 per cent, the contact angle changes too, and $\theta_n$ rises by about 3.5 per cent. Variation in interface energy from sample to sample can therefore hide the intrinsic sharpness.

## (g) Does a smaller reaction free energy make nucleation sharper?

**Solution.** The answer depends on how the free energy is made small. At $\theta_n$, $W^*=\Lambda\theta_n-Q$ and $D=(K/W^*)^{1/2}$. Substitution into $R$ gives

$$R=\Lambda+\frac{2s}{\sqrt K}(\Lambda\theta_n-Q)^{3/2}.$$

**Stronger cancellation.** Keep $s>0$ fixed and raise $h$. At every temperature the driving force is smaller, so the barrier is higher and $\theta_n$ rises. The formula then shows that $R$ also rises: nucleation is both delayed and made relatively sharper. For a real film this applies only while $\theta_n$ stays below the melting range of the silicides, roughly 1240–1270 K, which the example reaches near $h=0.09$ eV. In the opposite limit, a large negative $h$ makes the barrier negligible, $\theta_n\to Q/\Lambda$ and $R\to\Lambda$.

**A uniformly weaker reaction.** Now multiply both $h$ and $s$ by $\lambda$. Equilibrium stays at $\theta_0$, but reducing $\lambda$ raises the barrier and $\theta_n$. Since $\theta s/D=\theta/(\theta-\theta_0)$ does not contain $\lambda$,

$$R=\Lambda+\frac{2(\Lambda\theta_n-Q)}{\theta_n-\theta_0}.$$

Differentiation gives

$$\frac{dR}{d\theta_n}
=\frac{2[\Lambda(\theta_n-\theta_0)-(\Lambda\theta_n-Q)]}{(\theta_n-\theta_0)^2}
=-\frac{2(\Lambda\theta_0-Q)}{(\theta_n-\theta_0)^2}.$$

For $\Lambda\theta_0>Q$, as here, the relative slope falls as nucleation moves away from equilibrium:

| $\lambda$ | $\theta_n$ (eV) | $R$ |
|---:|---:|---:|
| 0.5 | 0.1050 | 237 |
| 1.0 | 0.0878 | 304 |
| 2.0 | 0.0776 | 429 |

Thus, for $\Lambda\theta_0>Q$, halving the whole free-energy function delays nucleation but makes it less sharp. For $\Lambda\theta_0<Q$ the sign reverses: with $Q=4$ eV, halving raises $R$ from 109 to 123. A small value produced by near-cancellation has the opposite effect on sharpness.

**The signs matter.** If $s<0$, heating weakens the driving force. With $s=-1$ and the same $D$ and barrier at the original $\theta_n$, the slope is $50-253.5\simeq-204$. The number of nuclei falls on heating, so this point is not an onset of nucleation from below.

If $s>0$ but $h<0$, NiSi₂ is favoured at every positive temperature in the constant-$s$, constant-$h$ model. The enhancement factor is

$$\frac{2\theta s}{D}=\frac{2\theta s}{\theta s+|h|}<2.$$

For $h=-0.010$ eV and the other parameters unchanged, nucleation occurs at 0.0414 eV and the factor is 1.61, compared with 7.70 in the main example.

Within this model, a small reaction free energy can therefore give NiSi₂ a sharp nucleation temperature when it is small compared with both the positive enthalpy cost $h$ and the positive entropy term $\theta s$, so that the two nearly cancel, and when the barrier $W^*=\Lambda\theta_n-Q$ is also many times $\theta_n$. Cancellation alone is not enough: with $Q=3.6$ eV and $K$ reduced by a factor $10^4$, $\theta_ns/D\simeq10$ but attachment kinetics sets the temperature and $R\simeq51$. Whether a particular film meets this condition depends on its reaction enthalpy, including strain, and its reaction entropy. The model parameters used here do not decide that question. The remaining values are in the numerical output.

## Computed results

```
new interface energy gamma = 0.010 eV/A^2
replaced interface energy gamma0 = 0.016 eV/A^2
formula volume v = 40.0 A^3
reaction enthalpy h = 0.065 eV
reaction entropy s = 1.00 (units of k_B)
kinetic activation energy Q = 1.50 eV
log attempt number Lam = 50.0 (dimensionless)
cosine of contact angle = 0.800 (dimensionless)
cosine from energy minimum = 0.80000 (dimensionless)
lens factor f = 0.0560 (dimensionless)
barrier strength K = 0.001501 eV^3
equilibrium theta0 = 0.06500 eV = 754.3 K
nucleation theta_n = 0.08779 eV = 1018.8 K
theta_n - theta0 = 0.02279 eV
small-K estimate of that shift = 0.02929 eV
driving force at theta_n = 0.02279 eV
barrier from formula = 2.88966 eV
barrier from min-max search = 2.88966 eV
barrier / theta_n = 32.914 (dimensionless)
critical curvature radius = 35.10 A
lens half-width = 21.06 A
lens full thickness = 14.04 A
critical size = 253.6 formula units
kinetic product ratio, D doubled = 1.00000
kinetic product ratio, theta doubled = 0.70711
enhancement factor 2 theta s/D = 7.703 (dimensionless)
relative slope = 303.55 (dimensionless)
log span of 10-90% window = 3.0844 (dimensionless)
10% temperature = 0.08717 eV
90% temperature = 0.08804 eV
10-90% width = 0.000869 eV = 10.09 K
linearized width = 0.000892 eV
constant-D width = 0.005270 eV = 61.16 K
constant-D linearized width = 0.005416 eV
width ratio constant-D/linear-D = 6.064
heat capacity C = 0.30 (units of k_B)
barrier ratio with C at theta_n = 0.91163
first-order barrier ratio = 0.89480
nucleation theta with C = 0.08696 eV
relative slope with C = 319.72 (dimensionless)
relative slope for s = -1: -203.55 (dimensionless)
exothermic test enthalpy = -0.010 eV
exothermic nucleation theta = 0.04138 eV
exothermic enhancement factor = 1.611 (dimensionless)
h,s scale 0.5: theta_n 0.10501 eV, slope 237.47
h,s scale 1.0: theta_n 0.08779 eV, slope 303.55
h,s scale 2.0: theta_n 0.07756 eV, slope 428.60
```
